# A Hubbard U Belongs to Its Projector, Not to the Element

Take a value of U that works in an electronic-structure code which measures the d occupation with an orthogonalized orbital, and type it into another that uses a broader atomic function without orthogonalization. In the two-orbital model below, with U held at 6 eV and everything else unchanged, the gap falls from 6.29 to 5.80 eV, and the one-electron part of the energy needed to stretch the metal-ligand bond (repulsion left out) falls from 0.128 to 0.088 eV. Raising U until the gap is right again makes the stretching energy worse. Nothing has been mistyped: the same number has multiplied two different quantities.

## The belief and its appeal

The belief is that U is a property of the element, so that "U = 6 eV on nickel" is a complete instruction. It has a sound starting point. U is introduced as the repulsion between electrons in a localized shell, and such a shell looks much the same in many compounds. In the energy expression U also stands as a prefactor, apparently separate from the details of the code.

Part of the belief is true. If two codes use the same projector function, the same form of correction and the same underlying Kohn-Sham problem, equal U gives equal results even when their basis sets differ, provided both describe the same states. The occupation is then \(|\langle P|\psi\rangle|^2\), an inner product that no choice of basis can alter. What fails is the step from "same element" to "same U" when \(P\) differs.

## The model

Consider one metal d orbital \(\phi_d\) and one ligand p orbital \(\phi_p\), both real and normalized, with overlap \(S=\langle\phi_d|\phi_p\rangle>0\). Their overlap matrix is

\[
\mathbf O=\begin{pmatrix}1&S\\S&1\end{pmatrix}.
\]

The symmetrically orthogonalized orbitals are \(\tilde\phi_j=\sum_i\phi_i(\mathbf O^{-1/2})_{ij}\). In this orthonormal pair, ordered (d, p), let the Hamiltonian without U be

\[
H_0=\begin{pmatrix}\Delta&-t\\-t&0\end{pmatrix},\qquad \Delta,t>0 .
\]

The ligand level is the zero of energy. One spin channel holds one electron; the other is filled. \(H_0\) is held fixed when the projector changes, so every difference found comes from the correction. A change of exchange-correlation functional, for example from a GGA to a meta-GGA, would alter \(\Delta\) and \(t\) as well, which is a separate reason not to carry U over.

For one correlated orbital and an effective U, the correction in each spin channel is

\[
E_U=\frac U2\,n(1-n),\qquad n=\mathrm{Tr}(\rho M),
\]

where \(\rho\) is the density matrix of the channel and \(M\) is the projector restricted to the two-orbital space. For a normalized function \(P\) with raw overlaps \(b_i=\langle\phi_i|P\rangle\),

\[
a_i=\langle\tilde\phi_i|P\rangle=(\mathbf O^{-1/2}b)_i,\qquad M=aa^{T}.
\]

A code may instead count the d-wave density inside a sphere. That is also linear in \(\rho\), so it too has the form \(\mathrm{Tr}(\rho M)\), but its \(M\) is in general not a product \(aa^T\).

## Same state, same U, two corrections

Write the occupied state as \(c=(\sin\alpha,\cos\alpha)\). Its energy without U is \(\Delta\sin^2\alpha-t\sin2\alpha\). Setting the derivative \(\Delta\sin2\alpha-2t\cos2\alpha\) to zero gives

\[
\tan2\alpha=\frac{2t}{\Delta},
\]

with \(0<\alpha<45^\circ\) for the lower state.

If the projector is the orthogonalized orbital \(\tilde\phi_d\), then \(a=(1,0)\) and \(n=\sin^2\alpha\).

If it is the bare atomic orbital \(\phi_d\), then \(b=(1,S)^T=\mathbf O(1,0)^T\), so \(a=\mathbf O^{1/2}(1,0)^T\). The eigenvectors of \(\mathbf O\) are \((1,\pm1)/\sqrt2\) with eigenvalues \(1\pm S\). Hence

\[
a_d=\tfrac12\left(\sqrt{1+S}+\sqrt{1-S}\right),\qquad
a_p=\tfrac12\left(\sqrt{1+S}-\sqrt{1-S}\right).
\]

The squares add to 1, so \(a=(\cos\theta,\sin\theta)\). The product gives \(\sin2\theta=2a_da_p=\tfrac12[(1+S)-(1-S)]=S\). Therefore

\[
n=(\sin\alpha\cos\theta+\cos\alpha\sin\theta)^2=\sin^2(\alpha+\theta).
\]

Since \(\sin^2x\,(1-\sin^2x)=\tfrac14\sin^22x\), the two corrections for the same state are

\[
E_U^{\rm orth}=\frac U8\sin^2 2\alpha,\qquad
E_U^{\rm atomic}=\frac U8\sin^2(2\alpha+2\theta).
\]

For small \(S\), \(\theta\approx S/2\), and the occupation changes by \(\theta\sin2\alpha\approx\tfrac12S\sin2\alpha\). This is first order in \(S\), although the ligand weight in the projector, \(a_p^2\approx S^2/4\), is second order. The reason is interference: the small ligand part of the projector meets the large ligand part of the wavefunction.

Two limits show where this matters. For a nearly ionic bond, \(\alpha\to0\), the first-order term vanishes and the atomic projector finds only \(n=\sin^2\theta\approx S^2/4\). For \(\Delta\to0\), \(\alpha=45^\circ\), the atomic correction is \((U/8)\cos^22\theta=(U/8)(1-S^2)\), against \(U/8\). The occupation still changes at first order, but the energy does not, because \(n(1-n)\) is stationary at one half. The difference of the two corrections is \((U/8)\sin2\theta\,\sin(4\alpha+2\theta)\), so in absolute terms it is largest between these limits, near \(\alpha=22.5^\circ-\theta/2\). In relative terms it is largest in the ionic limit, where the orthogonalized correction goes to zero.

## What the projector does to the bond

A variation of the state changes the correction by \(\delta E_U=U(\tfrac12-n)\,\delta n\), with \(\delta n=\mathrm{Tr}(\delta\rho\,M)\). The potential added to \(H_0\) is therefore

\[
V=U\left(\tfrac12-n\right)M .
\]

The orthogonalized projector can only shift the d level. The atomic one also has the off-diagonal element \(U(\tfrac12-n)a_da_p\). For \(n<\tfrac12\) this is positive, opposes \(-t\), and weakens the bond.

The filled channel reveals another difference. There \(\rho\) is the unit matrix and \(n=\mathrm{Tr}M\). For a projector function, \(\mathrm{Tr}M=|a|^2\) is the squared length of the part of \(P\) lying in the two-orbital space. It equals 1 for both projectors above, and the correction vanishes, as it should for a full shell. A function that sticks out of the space has \(|a|^2<1\) and pays a spurious \(\tfrac U2|a|^2(1-|a|^2)\).

## Can a conversion factor save the number?

Perhaps each code merely needs its own U', related to U once and for all. To test this, ask when two corrections, with \(U,U'>0\), agree for every real one-electron state up to a constant. Completing the square gives

\[
E_U=\frac U8-\frac U2\left(n-\tfrac12\right)^2 .
\]

For \(c=(\sin\varphi,\cos\varphi)\), define the unit vector \(r=(-\cos2\varphi,\sin2\varphi)\). Multiplying out \(c^TMc\) gives

\[
n-\tfrac12=k+m\cdot r,\quad
k=\tfrac12(\mathrm{Tr}M-1),\quad
m=\left(\tfrac12(M_{dd}-M_{pp}),\,M_{dp}\right).
\]

As \(\varphi\) varies, \(r\) covers the unit circle. Assume \(m\neq0\), so that the projector distinguishes between states. The requirement is that

\[
U'(k'+m'\cdot r)^2-U(k+m\cdot r)^2
\]

be constant on the circle. The part odd under \(r\to-r\) must vanish, so \(U'k'm'=Ukm\). The even part is constant only if

\[
U'm'm'^{T}-Umm^{T}=\kappa\mathbf 1 .
\]

If \(\kappa>0\), then \(U'm'm'^T=Umm^T+\kappa\mathbf 1\) would equate a matrix of rank at most one to one of rank two; \(\kappa<0\) fails in the same way with the roles exchanged. Thus \(\kappa=0\), which gives \(m'=\lambda m\) with \(U=\lambda^2U'\). The odd condition then becomes \(U'\lambda k'=U'\lambda^2k\), or \(k'=\lambda k\). Together,

\[
M'-\tfrac12\mathbf 1=\lambda\left(M-\tfrac12\mathbf 1\right),\qquad U'=\frac{U}{\lambda^2}.
\]

Conversely, these relations make the two squared terms equal, so the condition is also sufficient.

For two projector functions with \(|a|^2=w\) and \(|a'|^2=w'\), one has \(k=(w-1)/2\) and \(|m|=w/2\), so \(|\lambda|=w'/w\) and \(w'-1=\lambda(w-1)\). If \(\lambda>0\), inserting \(\lambda=w'/w\) gives \(w'-1=w'-w'/w\), hence \(w'=w\) and \(\lambda=1\): the projectors coincide in this space. If \(\lambda<0\), the left side is not positive and the right side not negative, so both vanish; then \(w=w'=1\), \(\lambda=-1\), and \(M'=\mathbf 1-M\), which counts the hole in place of the electron. In both cases \(U'=U\).

Within this model, then, two d-like projector functions whose projectors differ in the two-orbital space have no conversion factor valid for all states. Recomputing U for the new projector is consistent practice, but it still yields one number and cannot remove the mismatch.

## Numbers for a metal-oxygen bond

Take \(\Delta=3\) eV, \(t=1.3\) eV, \(U=6\) eV and a bond length of 2.1 Å. The orbitals are Slater functions with radial parts \(r^2e^{-\zeta r}\) (d, \(\zeta=5.5\) Å⁻¹) and \(re^{-\zeta r}\) (p, \(\zeta=3.8\) Å⁻¹), the p orbital pointing along the bond. They give \(S=0.068\), \(\alpha=20.46^\circ\) and \(\theta=1.96^\circ\). For the state without U,

\[
n_{\rm orth}=\sin^2(20.46^\circ)=0.122,\qquad
n_{\rm atomic}=\sin^2(22.42^\circ)=0.145 .
\]

The ligand weight in the atomic projector is 0.1%, yet the occupation rises by 19% of its orthogonalized value. The corrections are \(3\times0.122\times0.878=0.32\) eV and \(3\times0.145\times0.855=0.37\) eV.

Two more projectors join the comparison: a diffuse d function with \(\zeta=4.5\) Å⁻¹, and a d-wave count inside a sphere of radius 1.1 Å. The table gives self-consistent results at U = 6 eV.

| Projector | n | Gap (eV) | Stretching energy (eV) |
|---|---|---|---|
| orthogonalized | 0.045 | 6.29 | 0.128 |
| atomic | 0.055 | 6.16 | 0.108 |
| diffuse | 0.071 | 5.80 | 0.088 |
| sphere | 0.045 | 6.19 | 0.127 |

The stretching energy is the change in the one-electron channel's energy on going to 2.3 Å. The overlaps are recomputed there, \(t\) falls to 0.95 eV by an assumed \(R^{-3.5}\) law, and the levels are held fixed. Ionic repulsion and the filled channel are left out.

The atomic gap can be traced by hand. The potential strength is \(6(0.5-0.0546)=2.67\) eV. With \(M_{dd}-M_{pp}=0.998\), the level separation is \(3+2.67=5.67\) eV. With \(M_{dp}=0.034\), the hopping drops from 1.30 to 1.21 eV. The gap is \(\sqrt{5.67^2+4(1.21)^2}=6.16\) eV. The self-consistent energy lies 0.040 eV above that of the orthogonalized projector; with \(M_{dp}\) set to zero the difference is 0.003 eV. The off-diagonal element is therefore the main cause.

The sphere count stays close to the orthogonalized projector in occupation and stretching energy, though its gap is 0.10 eV smaller. In the filled channel it finds 0.96 electrons and charges 0.12 eV where the correction should be zero. The diffuse function finds 0.93 and charges 0.18 eV. This missing weight also accounts for part of its smaller gap: with the projector renormalized within the two-orbital space the gap is 5.94 eV instead of 5.80 eV. Agreement of one occupation does not establish agreement of projectors.

Now try to repair U. Matching the frozen-state correction of the atomic projector to the orthogonalized one requires \(U'=6\times0.322/0.373=5.2\) eV. Matching the self-consistent gap requires 6.3 eV. One target asks for a smaller U and the other for a larger one. For the diffuse projector the two answers are 4.5 and 7.2 eV. The conflict is not general: for the sphere, whose off-diagonal element is small, they are 6.26 and 6.24 eV.

With the gap matched, the stretching energy becomes 0.104 eV for the atomic and 0.070 eV for the diffuse projector, both further from 0.128 eV than before. The direction follows from stationarity. Because the self-consistent state minimizes the energy, its response to U contributes nothing at first order, and \(dE/dU=\tfrac12n(1-n)\). The stretched bond is less hybridized, so its \(n\) is smaller; a larger U therefore raises the short bond's energy more and lowers the cost of stretching.

Even with U' and a constant fitted by least squares over all real states, the largest remaining error in the correction, relative to the orthogonalized projector, is 0.05 eV for the atomic, 0.20 eV for the diffuse and 0.07 eV for the sphere projector.

## Beside a real oxide

The parameters were chosen with the empty minority-spin \(e_g\) level of nickel oxide in mind, a material studied for resistive memory; they are not fitted to it. The model is not a calculation of that oxide: its gap separates two levels of one bond and is not a band gap, and a single exponent describes the tail of a real 3d orbital poorly. In the model the overlap falls too fast as the bond stretches, roughly as \(R^{-4.9}\) against about \(R^{-2}\) for tabulated neutral-atom Ni 3d and O 2p orbitals. With the latter, the atomic projector lowers the stretching energy by about 0.015 eV instead of 0.020 eV, so the size of the effect is only illustrative.

The largest of the neglected effects sized here is the cage of six oxygen neighbours. A \(d_{z^2}\) orbital couples to them with relative amplitudes 1 (twice) and \(-\tfrac12\) (four times), whose squares sum to 3, so hopping and overlap grow by \(\sqrt3\) if ligand-ligand overlap is ignored. The 0.040 eV shift between atomic and orthogonalized projectors then becomes 0.089 eV. Raising the ligand level by 0.6 eV, a rough allowance for ligand-ligand hopping, gives 0.043 eV. Lowering the d level by 0.47 eV, an estimate of the feedback from its lost charge, gives 0.042 eV. Reducing the effective U by 1 eV, the size of a Hund term, gives 0.035 eV. Thermal excitation across the model gap is negligible at 300 K. Defects in real films are not covered.

## What may be carried over

A value of U can be carried to another code together with its projector, including any orthogonalization, cutoff or renormalization, and with its form of correction and underlying functional. Comparing occupations at U = 0 for one structure is a useful first check: if the underlying states agree and the occupations do not, the projectors differ. The filled channel deserves the same comparison. Where the projector cannot be matched, U has to be determined anew and validated on the property of interest, since a value tuned to a gap carries no guarantee for a bond energy. The numerical output below gives the matrix elements behind these comparisons.

## Calculated quantities

```
bond lengths: 2.1 and 2.3 angstrom
d-p level difference 3.0 eV, hopping 1.3 eV, U 6.0 eV
hopping in long bond: 0.9455 eV (power 3.5)
exponents d, p, diffuse: 5.5, 3.8, 4.5 1/angstrom
sphere radius: 1.1 angstrom
overlap S: 0.06838 short bond, 0.04379 long bond
overlap of diffuse projector with d: 0.96544, with p: 0.11563
d charge inside sphere: 0.95666
mixing angle alpha 20.457 deg, projector tilt theta 1.961 deg
gap without U: 3.9699 eV
[orthogonalized] M_dd 1.00000, M_dp 0.00000, M_pp 0.00000
  frozen state: n 0.1222, correction 0.3217 eV
  filled channel: n 1.0000, correction 0.0000 eV
  self-consistent: n 0.0447, gap 6.2942 eV, energy -0.2751 eV
  stretching energy at U = 6.0 eV: 0.1279 eV
  gap-matched U' 6.0000 eV, stretching energy 0.1279 eV
[atomic] M_dd 0.99883, M_dp 0.03419, M_pp 0.00117
  frozen state: n 0.1454, correction 0.3728 eV
  filled channel: n 1.0000, correction -0.0000 eV
  self-consistent: n 0.0546, gap 6.1602 eV, energy -0.2350 eV
  stretching energy at U = 6.0 eV: 0.1077 eV
  gap-matched U' 6.3022 eV, stretching energy 0.1041 eV
[diffuse] M_dd 0.92769, M_dp 0.07968, M_pp 0.00684
  frozen state: n 0.1715, correction 0.4263 eV
  filled channel: n 0.9345, correction 0.1835 eV
  self-consistent: n 0.0710, gap 5.7995 eV, energy -0.1819 eV
  stretching energy at U = 6.0 eV: 0.0875 eV
  gap-matched U' 7.2390 eV, stretching energy 0.0698 eV
[sphere] M_dd 0.95803, M_dp -0.00356, M_pp 0.00180
  frozen state: n 0.1163, correction 0.3083 eV
  filled channel: n 0.9598, correction 0.1157 eV
  self-consistent: n 0.0452, gap 6.1908 eV, energy -0.2797 eV
  stretching energy at U = 6.0 eV: 0.1269 eV
  gap-matched U' 6.2406 eV, stretching energy 0.1245 eV
largest misfit of best U' over all states, atomic: 0.0512 eV
largest misfit of best U' over all states, diffuse: 0.2027 eV
largest misfit of best U' over all states, sphere: 0.0730 eV
energy shift atomic minus orthogonalized: 0.0401 eV
  same with M_dp removed: 0.0029 eV
  same with six-ligand cage: 0.0887 eV (S 0.1184)
  same with ligand level raised by 0.6 eV: 0.0430 eV
  same with d level lowered by charge feedback 0.4650 eV: 0.0423 eV
  same with U reduced by Hund term 1.0 eV: 0.0353 eV
thermal energy at 300 K: 0.02585 eV; exp(-gap/2kT): 1.4e-53
```
